# Gas collisions in a narrow trench at 10 millitorr

## Problem

A silicon wafer lies in argon at 10 mTorr and 300 K. A long trench with straight sides, width $w=0.25$ µm and depth $h=1.0$ µm, is open at the top. Treat argon atoms as hard spheres of diameter $d=0.36$ nm, a rough value.

(a) Find the mean free path $\lambda$.

(b) A gas atom that enters the trench bounces from wall to wall before it leaves. How many collisions with other gas atoms does it make on average during one visit, and how many with the walls?

(c) Call gas collisions negligible if an average visit contains fewer than 0.01 of them. Is this so here? At what depth, and at what pressure, do gas collisions begin to matter?

(d) Does the answer also hold for the atoms that reach the trench floor?

Assume that the gas is dilute and in equilibrium, that the walls are at the gas temperature, and that no atom sticks. Atoms leave a wall diffusely: their directions follow the cosine law, whatever the direction of arrival.

## Solution

### (a) The mean free path

The ideal-gas law gives the number density:

$$n=\frac{p}{k_BT}=\frac{1.333\ \text{Pa}}{(1.381\times10^{-23}\ \text{J/K})(300\ \text{K})}=3.22\times10^{20}\ \text{m}^{-3}=3.22\times10^{14}\ \text{cm}^{-3}.$$

Two spheres touch when their centres are a distance $d$ apart. Seen from one atom, the centre of another must therefore pass through a disc of radius $d$, so the cross-section is $\sigma=\pi d^2=4.07\times10^{-15}$ cm².

The collision rate of an atom is $n\sigma$ times its mean speed relative to the others. Each velocity component of an atom of mass $m$ has variance $k_BT/m$. The difference of two independent velocities has variance $2k_BT/m$ per component and is again Gaussian. Mean speed scales as the square root of this variance, so the mean relative speed is $\sqrt2\,\bar v$, where $\bar v$ is the mean speed of one atom. The collision rate is $\sqrt2\,n\sigma\bar v$, and the mean distance between collisions is

$$\lambda=\frac{\bar v}{\sqrt2\,n\sigma\bar v}=\frac{1}{\sqrt2\,n\pi d^2}
=\frac{1}{1.414\,(3.22\times10^{14})(4.07\times10^{-15})}\ \text{cm}=0.54\ \text{cm}.$$

Thus $\lambda=5.4$ mm. Diameters of 0.34 and 0.42 nm would give about 6 and 4 mm, so within this range the millimetre scale does not hinge on the choice of $d$. The value 0.36 nm matches the viscosity of argon, so it counts collisions that change an atom's direction appreciably. Real atoms also deflect one another by small angles through their long-range attraction. Counting those too gives a cross-section roughly eight to nine times larger and $\lambda$ near 0.7 mm. All collision counts below refer to the hard-sphere value.

### (b) Collisions during one visit

Comparing $\lambda$ with $w$ alone does not settle the question, because an atom may cross the trench many times. What counts is the whole path between entry and exit. It can be found by balancing rates, without following any single atom.

Take unit length of trench. The mouth then has area $w$, and the trench has volume $wh$ and contains $nwh$ atoms.

**Rate of entry.** Let $\theta$ be the angle between an atom's velocity and the inward normal of the mouth, and let $\mu=\cos\theta$. Directions are isotropic, so the flux through the mouth is

$$\frac{n\bar v}{4\pi}\int_0^{2\pi}d\phi\int_0^1\mu\,d\mu=\frac{n\bar v}{4\pi}\,(2\pi)\,\frac12=\frac{n\bar v}{4}.$$

The limits on $\mu$ select the atoms that move inward. The number of visits that begin per unit time is $n\bar v w/4$.

**Path per visit.** Together, the atoms inside travel a distance $nwh\,\bar v$ per unit time. In a steady state this distance is shared among the visits, so the mean path of one visit is

$$\langle L\rangle=\frac{nwh\,\bar v}{n\bar v w/4}=4h.$$

The width has cancelled. A narrower trench forces more bounces, but each flight is shorter.

**Gas collisions per visit.** An atom inside collides on average $\bar v/\lambda$ times per unit time, since the gas in the trench has the same density and velocity distribution as the gas above it. Dividing the total by the rate of visits gives

$$N=\frac{nwh\,(\bar v/\lambda)}{n\bar v w/4}=\frac{4h}{\lambda}.$$

Slow atoms, which collide more often per unit length, are already included, because $\bar v/\lambda$ is an average over all atoms present. Nor did the argument assume that $N$ is small.

**Wall collisions per visit.** In equilibrium the flux $n\bar v/4$ also falls on every wall. The two sides and the floor have total area $2h+w$, so

$$N_{\text{wall}}=\frac{(2h+w)\,n\bar v/4}{w\,n\bar v/4}=1+\frac{2h}{w}.$$

For the given trench,

$$N=\frac{4\ \text{µm}}{5400\ \text{µm}}=7.4\times10^{-4},\qquad N_{\text{wall}}=1+\frac{2.0}{0.25}=9.$$

### (c) Verdict and limits

The mean of $7.4\times10^{-4}$ lies well below 0.01, so gas collisions are negligible in this trench. The fraction of visits with any gas collision cannot exceed $N$, because each such visit adds at least one to the count. Fewer than one visit in a thousand is affected.

The ratio of the two kinds of collision is

$$\frac{N}{N_{\text{wall}}}=\frac{4h/\lambda}{1+2h/w}=\frac{4hw}{\lambda(w+2h)}<\frac{4hw}{2h\lambda}=\frac{2w}{\lambda},$$

where dropping $w$ from the denominator made the fraction larger. Here the ratio is $8.2\times10^{-5}$ and its bound is $9.3\times10^{-5}$.

Depth and width thus play different parts. A depth far below $\lambda$ makes gas collisions rare on an average visit. A width far below $\lambda$ makes them rare compared with wall collisions, however deep the trench. A submicrometre width alone does not guarantee the first.

Setting $4h/\lambda=0.01$ gives the limiting depth at 10 mTorr:

$$h=\frac{0.01\,\lambda}{4}=13.5\ \text{µm}.$$

At fixed depth and temperature, $N$ is proportional to pressure. In the 1 µm trench it reaches 0.01 at 0.135 Torr, and it reaches 0.1 at

$$p=10\ \text{mTorr}\times\frac{0.1}{7.41\times10^{-4}}=1.35\ \text{Torr}.$$

Each later row of the table changes one setting of the first row. The temperature is 300 K and $d=0.36$ nm throughout.

| $w$, $h$ (µm) | Pressure | $N$ | $N_{\text{wall}}$ | $N/N_{\text{wall}}$ |
|---|---|---|---|---|
| 0.25, 1 | 10 mTorr | 0.00074 | 9 | 0.00008 |
| 1, 1 | 10 mTorr | 0.00074 | 3 | 0.00025 |
| 0.25, 10 | 10 mTorr | 0.0074 | 81 | 0.00009 |
| 0.25, 1 | 1.35 Torr | 0.1 | 9 | 0.011 |

The second row shows that width leaves $N$ unchanged. The third shows that a tenfold depth raises $N$ tenfold but hardly changes the ratio, which is already close to its bound $2w/\lambda$.

### (d) Atoms that reach the floor

The mean path $4h$ covers all visitors, including the many that turn back near the mouth. Those that touch the floor travel farther. Their path was found by following random trajectories numerically, with straight flights between walls, cosine-law re-emission and no gas collisions. Dividing the mean path by $\lambda$ then estimates the number of gas collisions, as long as that number is small.

In the 1 µm trench, 40% of the visitors touch the floor. Their mean path is 7.5 µm, which gives

$$\frac{7.5\ \text{µm}}{5400\ \text{µm}}=0.0014$$

gas collisions per visit. The verdict holds for them too.

In a trench 10 µm deep and 0.25 µm wide, between 9 and 10% touch the floor. Their mean path is about 290 µm, and they make about 0.054 gas collisions. The average over all visitors, 0.0074, still meets the criterion, but the atoms that reach the floor do not. Even so, only about one in nineteen of them meets another gas atom (a little fewer than the mean count suggests, since some long visits contain more than one collision), while they strike the walls some 590 times on average. Their motion is still governed mainly by the walls.

## Comparison with a real etch

The dimensions and pressure are in the regime of silicon trench etching in a chlorine plasma diluted with argon. The inputs below are rough typical values. The model departs from such a process in several ways.

**Background gas.** The model takes all the gas to be argon at 300 K. Chlorine molecules have a different cross-section, but the mean free path would have to be about 13.5 times shorter for $N$ to reach 0.01 in the 1 µm trench. Gas in a plasma can be hotter than the wafer. At 500 K, with pressure and $d$ fixed, the density in the bulk gas falls and $\lambda$ there grows to 9.0 mm; just above a wafer at 300 K, where cooled atoms leave the surface, it is already shorter. Inside the trench, atoms cooled by walls at 300 K move more slowly and are packed more densely than above it, so $\lambda$ is shorter than 9.0 mm, though still longer than 5.4 mm.

**Etch products.** Suppose that silicon, with $5\times10^{22}$ atoms/cm³, is removed from the floor at 300 nm/min, and that each atom leaves as one silicon tetrachloride molecule. The product flux is

$$\Gamma=(5\times10^{22}\ \text{cm}^{-3})\,\frac{300\times10^{-7}\ \text{cm}}{60\ \text{s}}=2.5\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Trajectories started at the floor have a mean path $L=5.0$ µm to the mouth. Molecules leave a wall with speeds weighted by $v f(v)$, where $f$ is the equilibrium speed distribution, so the mean of $1/v$ is $\int f\,dv/\int vf\,dv=1/\bar v_p$. The mean stay is therefore $L/\bar v_p$, with $\bar v_p=193$ m/s for a mass of 170 u. Per unit length the trench holds $\Gamma w L/\bar v_p$ product molecules, and their mean density is

$$n_p=\frac{\Gamma L}{\bar v_p h}=6.5\times10^{12}\ \text{cm}^{-3},$$

which is 2% of the argon density. For unequal masses, the relative velocity has variance $k_BT/m_1+k_BT/m_2$ per component, so $\sqrt2$ in the formula for $\lambda$ becomes $\sqrt{1+m_1/m_2}$, where $m_1$ belongs to the molecule being followed. With a product diameter of 0.6 nm, the centres meet at $(0.36+0.60)/2=0.48$ nm. The products then add 2.8% to the collisions of an argon atom. A product molecule has a mean free path of 1.87 mm in argon and makes $5.0/1870=0.0027$ collisions with argon on its way out. Collisions between product molecules are left out, and so are products that return to the trench from the plasma.

**Trench shape.** Real sidewalls may taper or bow. For a cavity of volume $V$ and mouth area $A$, the same balance gives a mean path $nV\bar v/(n\bar vA/4)=4V/A$. A trench that narrows downward has $V/A<h$, and hence fewer gas collisions per visit than a straight one of equal depth.

**Ions.** Ions are accelerated towards the wafer through the sheath, the layer of strong field above it. They move much faster than the gas, so their mean free path is $1/(n\sigma_i)$ without the factor $\sqrt2$. A cross-section of $5\times10^{-15}$ cm² gives 6.2 mm. On a straight path down the 1 µm trench, a fraction $1-e^{-h/\lambda_i}=0.016\%$ collide. The thickness of the sheath depends on the plasma density and the voltage; the same formula gives 8% for 0.5 mm and 28% for 2 mm. Gas collisions can thus be ignored inside the trench and still influence the energies and angles with which ions arrive at its mouth.

Numbers in the example were calculated in double precision.
